# Benzene in the PPP Model: Singles CI with Two Repulsion Laws: test program

```python
"""
Singles CI for benzene in the PPP model, tested against explicit determinants.

Claim: with b = |beta| and site repulsions g0, g1, g2, g3 (same, ortho, meta, para)
  1B2u = 3B2u = 2b + g1/6 - g2/2 + g3/3
  1E1u = 2b + g0/6 + 2 g1/3 - 2 g2/3 - g3/6
  3E1u = 2b - g0/6 + g1/3 - g2/3 + g3/6
and B1u is the lower root of a 2x2 problem (frontier combination + outer excitation).
Hamiltonian: beta * hops + 1/2 sum gamma (n-1)(n-1), six electrons on six sites.
Energies are in eV, lengths in angstrom. C2' axes pass through atoms.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const

SITES = 6


def derived_energies(beta, g):
    """Closed formulas; each B1u entry is (frontier, outer, coupling, low, high)."""
    b = abs(beta)
    g0, g1, g2, g3 = g
    b2u = 2*b + g1/6 - g2/2 + g3/3
    result = {
        ("B2u", "S"): b2u,
        ("B2u", "T"): b2u,
        ("E1u", "S"): 2*b + g0/6 + 2*g1/3 - 2*g2/3 - g3/6,
        ("E1u", "T"): 2*b - g0/6 + g1/3 - g2/3 + g3/6,
    }
    pieces = {
        "S": (2*b + g0/3 - 5*g1/6 + 7*g2/6 - 2*g3/3,
              4*b + g0/6 + g1/3 + g2/3 - 5*g3/6,
              np.sqrt(2)*(g0 - 5*g1 + 5*g2 - g3)/6),
        "T": (2*b - g0/3 + g1/2 - g2/6,
              4*b - g0/6 + g1 - g2/3 - g3/2,
              -np.sqrt(2)*(g0 + g1 - g2 - g3)/6),
    }
    for spin, (low, high, coupling) in pieces.items():
        mean, root = (low + high)/2, np.hypot((high - low)/2, coupling)
        result[("B1u", spin)] = (low, high, coupling, mean - root, mean + root)
    return result


def ring_matrices(beta, g):
    hopping = np.zeros((SITES, SITES))
    gamma = np.zeros((SITES, SITES))
    for m in range(SITES):
        for n in range(SITES):
            separation = min((m - n) % SITES, (n - m) % SITES)
            gamma[m, n] = g[separation]
            if separation == 1:
                hopping[m, n] = beta
    return hopping, gamma


def solve_scf(hopping, gamma):
    """Closed-shell SCF, started from a bond-alternating (unsymmetric) guess."""
    fock = hopping.copy()
    for m in range(0, SITES, 2):
        fock[m, m + 1] *= 1.1
        fock[m + 1, m] *= 1.1
    previous = np.zeros_like(fock)
    for _ in range(1000):
        energies, orbitals = np.linalg.eigh(fock)
        density = 2*orbitals[:, :3] @ orbitals[:, :3].T
        change = np.max(np.abs(density - previous))
        previous = density
        fock = (hopping + np.diag(gamma @ (np.diag(density) - 1))
                + np.diag(np.diag(gamma))/2 - density*gamma/2)
        if change < 1e-13:
            break
    assert change < 1e-11
    energies, orbitals = np.linalg.eigh(fock)
    return energies, orbitals, density


def hopping_on_strings(hopping, strings):
    """Matrix of the hopping operator between site occupations of one spin."""
    index = {occ: n for n, occ in enumerate(strings)}
    matrix = np.zeros((len(strings), len(strings)))
    for column, occ in enumerate(strings):
        for position, source in enumerate(occ):
            others = [site for site in occ if site != source]
            for target in range(SITES):
                if hopping[target, source] == 0 or target in occ:
                    continue
                new_position = sum(site < target for site in others)
                sign = 1 - 2*((new_position + position) % 2)
                row = index[tuple(sorted(others + [target]))]
                matrix[row, column] += sign*hopping[target, source]
    return matrix


def many_electron_hamiltonian(hopping, gamma, n_up, n_down):
    ups = list(combinations(range(SITES), n_up))
    downs = list(combinations(range(SITES), n_down))
    matrix = (np.kron(hopping_on_strings(hopping, ups), np.eye(len(downs)))
              + np.kron(np.eye(len(ups)), hopping_on_strings(hopping, downs)))
    diagonal = []
    for up in ups:
        for down in downs:
            charge = -np.ones(SITES)
            charge[list(up)] += 1
            charge[list(down)] += 1
            diagonal.append(charge @ gamma @ charge/2)
    return matrix + np.diag(diagonal)


def expand_determinant(orbitals, chosen):
    """Amplitudes of an orbital determinant on all site occupations."""
    strings = combinations(range(SITES), len(chosen))
    return np.array([np.linalg.det(orbitals[np.ix_(occ, chosen)]) for occ in strings])


def symmetry_projectors(orbitals):
    """Projectors in the space of the nine single excitations i -> a."""
    projectors = {name: np.zeros((9, 9)) for name in ("B1u", "B2u", "E1u")}
    for n in range(SITES):
        for reflected in (False, True):
            permutation = np.zeros((SITES, SITES))
            for m in range(SITES):
                image = (n - m) % SITES if reflected else (n + m) % SITES
                permutation[image, m] = 1
            moved = orbitals.T @ permutation @ orbitals
            action = np.kron(moved[:3, :3], moved[3:, 3:])
            sign = (-1)**n
            projectors["B1u"] += sign*action/12
            projectors["B2u"] += (-sign if reflected else sign)*action/12
            if not reflected:
                projectors["E1u"] += 2*2*np.cos(np.pi*n/3)*action/12
    return projectors


def symmetry_roots(matrix, projector):
    weights, vectors = np.linalg.eigh((projector + projector.T)/2)
    basis = vectors[:, weights > 0.5]
    roots, mixing = np.linalg.eigh(basis.T @ matrix @ basis)
    return roots, basis @ mixing


def check_model(beta, g):
    """Compare formulas with determinants; return full-CI energies and weights."""
    hopping, gamma = ring_matrices(beta, g)
    orbital_energies, orbitals, density = solve_scf(hopping, gamma)
    b = abs(beta)
    assert np.allclose(density[0, :4], [1, 2/3, 0, -1/3], atol=1e-9)
    assert np.isclose(orbital_energies[3] - orbital_energies[2],
                      2*b + 2*g[1]/3 + g[3]/3, atol=1e-8)
    assert np.isclose(orbital_energies[5] - orbital_energies[0],
                      4*b + 4*g[1]/3 - g[3]/3, atol=1e-8)

    hamiltonian = many_electron_hamiltonian(hopping, gamma, 3, 3)
    closed = expand_determinant(orbitals, [0, 1, 2])
    reference = np.kron(closed, closed)
    reference_energy = reference @ hamiltonian @ reference
    up_excited, down_excited, flipped = [], [], []
    for i in range(3):
        for a in range(3, 6):
            chosen = [0, 1, 2]
            chosen[i] = a
            excited = expand_determinant(orbitals, chosen)
            up_excited.append(np.kron(excited, closed))
            down_excited.append(np.kron(closed, excited))
            remaining = [j for j in range(3) if j != i]
            flipped.append(np.kron(expand_determinant(orbitals, [0, 1, 2, a]),
                                   expand_determinant(orbitals, remaining)))
    up_excited, down_excited = np.array(up_excited).T, np.array(down_excited).T
    flipped = np.array(flipped).T
    bases = {"S": (up_excited + down_excited)/np.sqrt(2),
             "T": (up_excited - down_excited)/np.sqrt(2)}
    # Single excitations must not couple to the reference.
    assert np.max(np.abs(reference @ hamiltonian @ bases["S"])) < 1e-8
    blocks = {spin: basis.T @ hamiltonian @ basis - reference_energy*np.eye(9)
              for spin, basis in bases.items()}
    # The triplets must reappear with one spin flipped.
    high_spin = many_electron_hamiltonian(hopping, gamma, 4, 2)
    flipped_roots = np.linalg.eigvalsh(flipped.T @ high_spin @ flipped)
    assert np.allclose(flipped_roots - reference_energy,
                       np.linalg.eigvalsh(blocks["T"]), atol=1e-8)

    formula = derived_energies(beta, g)
    projectors = symmetry_projectors(orbitals)
    frontier = [3*i + a for i in (1, 2) for a in (0, 1)]
    exact_energies, exact_vectors = np.linalg.eigh(hamiltonian)
    full_ci = {}
    for spin in "ST":
        for name, projector in projectors.items():
            roots, vectors = symmetry_roots(blocks[spin], projector)
            if name == "B1u":
                assert len(roots) == 2
                assert np.allclose(roots, formula[name, spin][3:], atol=1e-8)
                small = np.ix_(frontier, frontier)
                small_roots, _ = symmetry_roots(blocks[spin][small], projector[small])
                assert len(small_roots) == 1
                assert np.isclose(small_roots[0], formula[name, spin][0], atol=1e-8)
            else:
                assert len(roots) == (1 if name == "B2u" else 2)
                assert np.allclose(roots, formula[name, spin], atol=1e-8)
            amplitudes = vectors[:, 0].reshape(3, 3)
            atom_charges = np.einsum("mi,ia,ma->m", orbitals[:, :3],
                                     amplitudes, orbitals[:, 3:])
            if name == "B2u":
                assert np.max(np.abs(atom_charges)) < 1e-8
            if name == "B1u":
                assert abs(atom_charges[0]) > 0.01
                assert np.allclose(atom_charges, atom_charges[0]*(-1.0)**np.arange(6),
                                   atol=1e-8)
            state = bases[spin] @ vectors[:, 0]
            weights = (exact_vectors.T @ state)**2
            energy = exact_energies[np.argmax(weights)]
            weight = weights[np.abs(exact_energies - energy) < 1e-7].sum()
            full_ci[name, spin] = (energy - exact_energies[0], weight)
    return full_ci, reference_energy - exact_energies[0]


# Worked example: the same chosen parameters for both distance laws.
beta, onsite, bond = -2.4, 11.0, 1.40
coulomb = const.e/(4*np.pi*const.epsilon_0)*1e10
length = coulomb/onsite
distances = 2*bond*np.sin(np.pi*np.arange(4)/6)
models = {
    "Ohno": coulomb/np.sqrt(distances**2 + length**2),
    "MN": coulomb/(distances + length),
}

# Artificial repulsions: a generic set and one independent of distance.
check_model(-2.0, (9.0, 6.1, 3.3, 2.7))
constant_set = (5.0, 5.0, 5.0, 5.0)
check_model(-2.0, constant_set)
flat = derived_energies(-2.0, constant_set)
for (name, spin), value in flat.items():
    assert np.isclose(value[0] if name == "B1u" else value, 4.0)

print(f"beta = {beta:.2f} eV, gamma0 = {onsite:.2f} eV, bond = {bond:.2f} A")
print(f"k = {coulomb:.4f} eV A, a = k/gamma0 = {length:.4f} A")
print(f"R1, R2, R3 = {distances[1]:.3f}, {distances[2]:.3f}, {distances[3]:.3f} A")
print(f"2|beta| = {2*abs(beta):.3f} eV; MN = Mataga-Nishimoto")
for label, g in models.items():
    full_ci, correlation = check_model(beta, g)
    energies = derived_energies(beta, g)
    print(f"{label}: gamma1, gamma2, gamma3 = {g[1]:.3f}, {g[2]:.3f}, {g[3]:.3f} eV")
    gap = 2*abs(beta) + 2*g[1]/3 + g[3]/3
    print(f"{label}: HF frontier gap = {gap:.3f} eV")
    print(f"{label}: B2u terms g1/6, -g2/2, g3/3 = "
          f"{g[1]/6:.3f}, {-g[2]/2:.3f}, {g[3]/3:.3f} eV")
    for spin, multiplicity in (("S", 1), ("T", 3)):
        low, high, coupling, root, _ = energies["B1u", spin]
        print(f"{label} {multiplicity}B1u: L, U, W = "
              f"{low:.3f}, {high:.3f}, {coupling:.3f} eV")
        print(f"{label} {multiplicity}B1u: lowering by mixing = {low - root:.3f} eV")
        for name in ("B2u", "B1u", "E1u"):
            value = root if name == "B1u" else energies[name, spin]
            exact, weight = full_ci[name, spin]
            print(f"{label} {multiplicity}{name}: singles CI {value:.3f} eV, "
                  f"full CI {exact:.3f} eV, weight {weight:.3f}")
    print(f"{label}: full-CI ground-state lowering = {correlation:.3f} eV")
    frontier_split = energies["B1u", "S"][0] - energies["B2u", "S"]
    print(f"{label}: frontier 1B1u-1B2u = {frontier_split:.4f} eV")
    for trial_beta in (-2.2, -2.4, -2.6):
        trial = derived_energies(trial_beta, g)
        trial_frontier = trial["B1u", "S"][0] - trial["B2u", "S"]
        assert np.isclose(trial_frontier, g[0]/3 - g[1] + 5*g[2]/3 - g[3])
        split = trial["B1u", "S"][3] - trial["B2u", "S"]
        print(f"{label}: beta {trial_beta:.1f} eV, singles 1B1u-1B2u = {split:.4f} eV")

ohno, mn = (derived_energies(beta, models[label]) for label in ("Ohno", "MN"))
for spin, multiplicity in (("S", 1), ("T", 3)):
    shifts = [ohno["B2u", spin] - mn["B2u", spin],
              ohno["B1u", spin][3] - mn["B1u", spin][3],
              ohno["E1u", spin] - mn["E1u", spin]]
    print(f"Ohno minus MN, multiplicity {multiplicity}, B2u, B1u, E1u = "
          + ", ".join(f"{shift:.3f}" for shift in shifts) + " eV")

print("ALL CHECKS PASSED")
```

Running it gives:

```
beta = -2.40 eV, gamma0 = 11.00 eV, bond = 1.40 A
k = 14.3996 eV A, a = k/gamma0 = 1.3091 A
R1, R2, R3 = 1.400, 2.425, 2.800 A
2|beta| = 4.800 eV; MN = Mataga-Nishimoto
Ohno: gamma1, gamma2, gamma3 = 7.513, 5.225, 4.659 eV
Ohno: HF frontier gap = 11.361 eV
Ohno: B2u terms g1/6, -g2/2, g3/3 = 1.252, -2.613, 1.553 eV
Ohno 1B1u: L, U, W = 5.197, 11.797, -1.201 eV
Ohno 1B1u: lowering by mixing = 0.212 eV
Ohno 1B2u: singles CI 4.992 eV, full CI 4.285 eV, weight 0.863
Ohno 1B1u: singles CI 4.985 eV, full CI 5.444 eV, weight 0.977
Ohno 1E1u: singles CI 7.382 eV, full CI 6.929 eV, weight 0.907
Ohno 3B1u: L, U, W = 4.019, 11.208, -2.034 eV
Ohno 3B1u: lowering by mixing = 0.535 eV
Ohno 3B2u: singles CI 4.992 eV, full CI 5.526 eV, weight 0.985
Ohno 3B1u: singles CI 3.483 eV, full CI 3.595 eV, weight 0.944
Ohno 3E1u: singles CI 4.506 eV, full CI 4.353 eV, weight 0.898
Ohno: full-CI ground-state lowering = 0.738 eV
Ohno: frontier 1B1u-1B2u = 0.2043 eV
Ohno: beta -2.2 eV, singles 1B1u-1B2u = -0.0202 eV
Ohno: beta -2.4 eV, singles 1B1u-1B2u = -0.0075 eV
Ohno: beta -2.6 eV, singles 1B1u-1B2u = 0.0039 eV
MN: gamma1, gamma2, gamma3 = 5.315, 3.856, 3.504 eV
MN: HF frontier gap = 9.512 eV
MN: B2u terms g1/6, -g2/2, g3/3 = 0.886, -1.928, 1.168 eV
MN 1B1u: L, U, W = 6.200, 11.570, 0.047 eV
MN 1B1u: lowering by mixing = 0.000 eV
MN 1B2u: singles CI 4.926 eV, full CI 3.664 eV, weight 0.758
MN 1B1u: singles CI 6.200 eV, full CI 6.835 eV, weight 0.921
MN 1E1u: singles CI 7.022 eV, full CI 7.044 eV, weight 0.888
MN 3B1u: L, U, W = 3.148, 10.044, -2.111 eV
MN 3B1u: lowering by mixing = 0.595 eV
MN 3B2u: singles CI 4.926 eV, full CI 6.031 eV, weight 0.972
MN 3B1u: singles CI 2.554 eV, full CI 2.784 eV, weight 0.897
MN 3E1u: singles CI 4.037 eV, full CI 3.809 eV, weight 0.793
MN: full-CI ground-state lowering = 1.487 eV
MN: frontier 1B1u-1B2u = 1.2743 eV
MN: beta -2.2 eV, singles 1B1u-1B2u = 1.2739 eV
MN: beta -2.4 eV, singles 1B1u-1B2u = 1.2739 eV
MN: beta -2.6 eV, singles 1B1u-1B2u = 1.2739 eV
Ohno minus MN, multiplicity 1, B2u, B1u, E1u = 0.067, -1.215, 0.360 eV
Ohno minus MN, multiplicity 3, B2u, B1u, E1u = 0.067, 0.930, 0.469 eV
ALL CHECKS PASSED
```
